# Ewald Summation of the Simple-Cubic Madelung Constant for a Charged Supercell

## Problem

A charged defect in an insulator can be modelled in a periodically repeated supercell. A simple model of its spurious self-interaction places a point charge in a cubic cell of side $L$ and volume $\Omega=L^3$, with a uniform background that makes the cell neutral. Hartree atomic units are used.

For a unit charge, let $\phi$ be the periodic potential that satisfies

$$\nabla^2\phi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big],\qquad \langle\phi\rangle=\frac1\Omega\int_\Omega\phi\,d^3r=0,$$

where $\mathbf R$ runs over the simple-cubic lattice. The potential at the charge due to everything except itself is

$$v_M=\lim_{r\to0}\Big[\phi(\mathbf r)-\frac1r\Big]\equiv-\frac{\alpha}{L}.$$

(a) Derive an Ewald expression for $v_M$ with splitting parameter $\eta>0$, an inverse length.

(b) Show that $v_M$ does not depend on $\eta$.

(c) Compute $\alpha$ to four decimals, with a bound on the neglected terms, and compare several values of $\eta$.

(d) Recompute $\alpha$ by adding whole neutral cells, without splitting $1/r$.

(e) Find the image energy of a charge $q$, the effect of a finite charge width, and the correction for $q=2$, $L=20$ bohr and relative permittivity $\varepsilon=20$.

## Solution

### (a) The Ewald expression

The condition $\langle\phi\rangle=0$ is needed because Poisson's equation fixes a periodic potential only up to a constant. Write

$$\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .$$

The second part is the potential of a unit Gaussian charge. To see this, set $u=\operatorname{erf}(\eta r)$. Then $u'=(2\eta/\sqrt\pi)e^{-\eta^2r^2}$, and

$$\nabla^2\frac ur=\frac{u''}r=-\frac{4\eta^3}{\sqrt\pi}e^{-\eta^2r^2}=-4\pi g(r),\qquad g(r)=\frac{\eta^3}{\pi^{3/2}}e^{-\eta^2r^2}.$$

There is no point charge at the origin, since $u/r$ is finite there. The Fourier transform of $g$ is $e^{-k^2/4\eta^2}$, so the two parts of $1/r$ have the transforms

$$\frac{\operatorname{erf}(\eta r)}r\to\frac{4\pi}{k^2}e^{-k^2/4\eta^2},\qquad
\frac{\operatorname{erfc}(\eta r)}r\to\frac{4\pi}{k^2}\left(1-e^{-k^2/4\eta^2}\right).$$

As $k\to0$ the second transform tends to $(4\pi/k^2)(k^2/4\eta^2)=\pi/\eta^2$. This is the integral of the short-range part over all space.

The Gaussians together with the background form a neutral periodic density. Its potential is a sum over reciprocal vectors $\mathbf G\ne0$, and its average is set to zero by leaving out $\mathbf G=0$. The short-range potentials are summed directly. Their average is $\pi/(\Omega\eta^2)$, which must be subtracted:

$$\phi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\eta|\mathbf r-\mathbf R|)}{|\mathbf r-\mathbf R|}+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{\Omega\eta^2}.$$

For the limit at the charge, the $\mathbf R=0$ term minus $1/r$ is $-\operatorname{erf}(\eta r)/r$. Since $\operatorname{erf}x=2x/\sqrt\pi+O(x^3)$, this tends to $-2\eta/\sqrt\pi$. Hence

$$\boxed{v_M=\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(\eta R)}R+\frac{4\pi}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}}$$

The last two terms are the self term and the background term.

### (b) Independence from the splitting

Both sums converge rapidly and uniformly on any closed interval of positive $\eta$, as do their derivatives, so they may be differentiated term by term. The needed derivatives are

$$\frac{d}{d\eta}\frac{\operatorname{erfc}(\eta R)}R=-\frac2{\sqrt\pi}e^{-\eta^2R^2},\qquad
\frac{d}{d\eta}\frac{e^{-G^2/4\eta^2}}{G^2}=\frac{e^{-G^2/4\eta^2}}{2\eta^3}.$$

The self term contributes $-2/\sqrt\pi$, which is the missing $\mathbf R=0$ term of the first sum. The background contributes $+2\pi/(\Omega\eta^3)$, which is the missing $\mathbf G=0$ term of the second. Therefore

$$\frac{dv_M}{d\eta}=-\frac2{\sqrt\pi}\sum_{\mathbf R}e^{-\eta^2R^2}+\frac{2\pi}{\Omega\eta^3}\sum_{\mathbf G}e^{-G^2/4\eta^2},$$

with both sums now complete. The periodic function $\sum_{\mathbf R}e^{-\eta^2|\mathbf r-\mathbf R|^2}$ has Fourier coefficients $(\pi^{3/2}/\Omega\eta^3)e^{-G^2/4\eta^2}$. Evaluating its Fourier series at $\mathbf r=0$ gives the Poisson summation formula

$$\sum_{\mathbf R}e^{-\eta^2R^2}=\frac{\pi^{3/2}}{\Omega\eta^3}\sum_{\mathbf G}e^{-G^2/4\eta^2}.$$

Multiplication by $2/\sqrt\pi$ makes the two parts of the derivative equal and opposite, so $dv_M/d\eta=0$. At $\eta L=1.5$ the numerical slopes of $Lv_M$ with respect to $\eta L$ are $-2.004178$ for the real-space and self terms together, and $+2.004178$ for the other two.

### (c) The number

Choose $\eta L=\sqrt\pi$. With $\mathbf R=L\mathbf n$ and $\mathbf G=2\pi\mathbf n/L$, where $\mathbf n$ is an integer vector of length $n$,

$$\frac{G^2}{4\eta^2}=\pi n^2,\qquad \frac{4\pi L}{\Omega G^2}=\frac1{\pi n^2}.$$

The self and background terms of $Lv_M$ are $-2$ and $-1$, so

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\operatorname{erfc}(\sqrt\pi\,n)}n+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

| $n^2$ | vectors | real space | reciprocal | $\alpha$ so far |
|---|---|---|---|---|
| 1 | 6 | 0.0731333 | 0.0825325 | 2.8443342 |
| 2 | 12 | 0.0033326 | 0.0035666 | 2.8374351 |
| 3 | 8 | 0.0000653 | 0.0000685 | 2.8373012 |
| 4 | 6 | 0.0000016 | 0.0000017 | 2.8372979 |

Every omitted term is positive, so each entry in the last column lies above $\alpha$. For a bound from the other side, use $\operatorname{erfc}x<e^{-x^2}/(x\sqrt\pi)$, which makes each real-space term smaller than its reciprocal partner. For $n^2\ge5$, split $e^{-\pi n^2}\le e^{-15\pi/4}e^{-\pi n^2/4}$. The remainder is then less than

$$\frac{2}{5\pi}e^{-15\pi/4}\Big(\sum_{j=-\infty}^{\infty}e^{-\pi j^2/4}\Big)^3<8\times10^{-6}.$$

The one-dimensional sum equals $2\sum_je^{-4\pi j^2}$ by Poisson summation and is barely above 2. Thus $\alpha$ lies between 2.83728 and 2.83730, and

$$\boxed{\alpha=2.8373}$$

Other splittings distribute the same total differently. At $\eta L=1$ the real-space, reciprocal, self and background terms give

$$\alpha=-(1.432576+0.000099-1.128379-3.141593)=2.837297,$$

while at $\eta L=5$ they give

$$\alpha=-(0.000000+2.930262-5.641896-0.125664)=2.837298.$$

The last digits differ because the terms were rounded before addition. At full precision the results for the five splitting parameters tested, from $\eta L=1$ to 5, agree within $4.4\times10^{-16}$.

If the background term is omitted, the result becomes $\alpha-\pi/(\eta L)^2$: it is $-0.3043$ at $\eta L=1$ and $2.7116$ at $\eta L=5$. Varying $\eta$ therefore exposes this error. It cannot expose an added constant that is independent of $\eta$, which is why a calculation without splitting is useful.

### (d) Adding whole neutral cells

Take a cube of $M^3$ cells, with $M$ odd, centred on one charge. The potential at that charge, without its own $1/r$, is

$$S_M=\sum_{\mathbf R\ne0}^{\text{cube}}\frac1R-\frac1\Omega\int_{\text{cube}}\frac{d^3r}r,\qquad
LS_M=\sum_{\mathbf n\ne0}^{\text{cube}}\frac1n-2.3800774\,M^2.$$

Here 2.3800774 is the integral of $1/r$ over a centred unit cube, and the factor $M^2$ follows by scaling lengths.

Each cell is neutral. Inversion symmetry removes its dipole and octupole, and cubic symmetry removes its traceless quadrupole. Its distant potential therefore falls as $R^{-5}$, and the cells outside the cube contribute an amount of order $\int_M^\infty R^{-5}R^2dR\propto M^{-2}$. The values of $LS_M$ are $-2.3137569$, $-2.3137140$ and $-2.3137026$ for $M=21$, 41 and 81. Extrapolation with terms in $M^{-2}$ and $M^{-4}$ gives $-2.3136987$.

This is not $-\alpha$, because the potential built from these cells has a nonzero average. Let $\rho_c$ be the charge density of one cell and $\phi_c$ its potential. At small $k$ the charge and dipole terms vanish, and cubic symmetry gives

$$\tilde\rho_c(\mathbf k)\simeq-\frac12\int\rho_c(\mathbf k\cdot\mathbf r)^2d^3r=-\frac{k^2}6\int\rho_cr^2d^3r.$$

Since $\tilde\phi_c=4\pi\tilde\rho_c/k^2$, the limit $k\to0$ gives $\int\phi_c\,d^3r=-(2\pi/3)\int\rho_cr^2d^3r$. The point charge at the origin does not contribute to the second moment, and the background gives $-3(L^2/12)=-L^2/4$. Summing over all cells, the average potential is

$$\frac1\Omega\int\phi_c\,d^3r=\frac{2\pi}{3L^3}\,\frac{L^2}4=\frac{\pi}{6L}.$$

Subtracting this average restores the stated convention:

$$\alpha=2.3136987+0.5235988=2.8372975.$$

### (e) Energy and defect correction

The electrostatic energy per cell is half the integral of total charge density times potential, with the infinite self-energy of the point charge removed. For charge $q$ the potential is $q\phi$, so

$$E=\frac12q(qv_M)-\frac12q\,(q\langle\phi\rangle)=-\frac{\alpha q^2}{2L}.$$

The second term comes from the background and vanishes here. With the potential of part (d), both $v_M$ and the average rise by $\pi/(6L)$, and the energy is unchanged. The energy of the neutral cell therefore does not depend on the zero of potential, although the site potential does.

Now replace the point by a Gaussian of standard deviation $s$, whose density has transform $qe^{-k^2s^2/2}$. Its periodic and isolated energies are

$$E_{\rm per}=\frac{2\pi q^2}\Omega\sum_{\mathbf G\ne0}\frac{e^{-G^2s^2}}{G^2},\qquad E_{\rm iso}=\frac{q^2}{2\sqrt\pi\,s}.$$

Setting $\eta=1/(2s)$ in the Ewald expression turns its reciprocal sum into the one needed. Solving for that sum and multiplying by $q^2/2$ gives

$$E_{\rm per}-E_{\rm iso}=q^2\Big[-\frac\alpha{2L}+\frac{2\pi s^2}{L^3}-\frac12\sum_{\mathbf R\ne0}\frac{\operatorname{erfc}(R/2s)}R\Big].$$

The last sum describes overlap between images and is negligible for $s\ll L$. The width term is then smaller than the leading one by the factor $4\pi s^2/(\alpha L^2)$. For $q=1$, $L=1$ bohr and $s=0.06$ bohr, the formula without overlap gives $-1.3960293$ hartree, in agreement with a direct solution of Poisson's equation on a grid.

In a homogeneous, isotropic, linear dielectric, the potential of a given external charge is divided by $\varepsilon$, and so is the interaction energy. The periodic energy is too low, so the leading correction to be added is

$$\Delta E=+\frac{\alpha q^2}{2\varepsilon L}.$$

For the model defect,

$$\Delta E=\frac{2.8373\times2^2}{2\times20\times20}=0.014186\ \text{hartree}=0.386\ \text{eV}.$$

Without screening the image energy would be $-0.28373$ hartree. Doubling $L$ halves the correction to 0.193 eV, although the cell volume grows eightfold: the error decays slowly with cell size.

The permittivity must match the calculation: the electronic value if the ions are frozen, the static value if they relax. The formula fails when the defect charge spreads over much of the cell. It also does not describe a supercell containing an interface or vacuum, where the permittivity varies in space and the images are screened unequally. Potential alignment between the defect and bulk cells is a separate matter not included in $\Delta E$. The numerical output below gives the full set of values.

## Values computed for the example and the checks

```
Ewald parts of L*v_M (dimensionless)
eta*L      real       recip      self       backgr.
1.000000   1.432576   0.000099  -1.128379  -3.141593
1.500000   0.227470   0.024064  -1.692569  -1.396263
1.772454   0.076533   0.086169  -2.000000  -1.000000
3.000000   0.000133   0.896773  -3.385138  -0.349066
5.000000   0.000000   2.930262  -5.641896  -0.125664
eta*L      alpha            alpha without background
1.000000   2.8372974795   -0.304295
1.500000   2.8372974795   1.441034
1.772454   2.8372974795   1.837297
3.000000   2.8372974795   2.488232
5.000000   2.8372974795   2.711634
largest spread of alpha: 4.4e-16
Shells at eta*L = sqrt(pi) (dimensionless)
n^2 count  real       recip      alpha so far
1    6     0.0731333  0.0825325  2.8443342
2   12     0.0033326  0.0035666  2.8374351
3    8     0.0000653  0.0000685  2.8373012
4    6     0.0000016  0.0000017  2.8372979
5   24     0.0000002  0.0000002  2.8372975
6   24     0.0000000  0.0000000  2.8372975
Derivative test at eta*L = 1.5 (dimensionless)
slope of real + self parts: -2.004178
slope of recip + background parts: 2.004178
Direct cube sums, times L (dimensionless)
integral of 1/r over unit cube: 2.3800774
cube of 21 cells per edge: -2.3137569
cube of 41 cells per edge: -2.3137140
cube of 81 cells per edge: -2.3137026
extrapolated limit: -2.3136987
average-potential offset pi/6: 0.5235988
alpha from direct sums: 2.8372975
Gaussian charge on grid, L = 1 bohr, s = 0.06 bohr
periodic energy: 3.3055506 hartree
isolated energy: 4.7015799 hartree
difference on grid: -1.3960293 hartree
difference from formula: -1.3960293 hartree
Model defect: q = 2 e, L = 20 bohr, eps = 20
site potential for unit charge: -0.141865 hartree/e
unscreened image energy: -0.283730 hartree
screened image energy: -0.014186 hartree
correction to add: 0.014186 hartree
correction to add: 0.3860 eV
correction at L = 40 bohr: 0.007093 hartree
correction at L = 40 bohr: 0.1930 eV
```
